# Inverse-Time Outgassing from a Uniform Band of Desorption Energies

A model vacuum wall at 295 K holds molecules whose mean lifetimes at their sites range from about 0.09 s to about one year. Its calculated outgassing is \(1.294\times10^{-9}\) Torr L/(s cm²) after 1 h, \(1.293\times10^{-10}\) after 10 h and \(1.280\times10^{-11}\) after 100 h. Each tenfold increase in time lowers the rate by a factor very close to ten, although every molecule in the model leaves by ordinary exponential decay. If all sites had the energy at the middle of the band, the logarithmic slope of the flux at 1 h would be \(-2.12\), and it would steepen in proportion to time. Why does the mixture follow \(1/t\) when none of its members does?

## The model

A molecule bound with desorption energy \(E\) leaves at the first-order rate

\[
k(E)=\nu e^{-E/k_BT},
\]

where \(\nu\) is the attempt frequency, \(k_B\) is Boltzmann's constant and \(T\) is the wall temperature. Both \(\nu\) and \(T\) are constant. At \(t=0\) all sites are full. Their number per unit area and energy is uniform:

\[
g_0=\frac{N_0}{\Delta E},\qquad \Delta E=E_2-E_1,\qquad E_1\le E\le E_2 .
\]

Here \(N_0\) is the initial number of molecules per unit area. Sites do not exchange molecules, and the bulk supplies none. At first, molecules that leave never return. Let \(k_1=k(E_1)\) be the fastest rate and \(k_2=k(E_2)\) the slowest. The net flux from the wall, in molecules per area and time, is \(q(t)\).

## First derivation: adding the decays

Sites between \(E\) and \(E+dE\) still hold \(g_0e^{-k(E)t}dE\) molecules per area at time \(t\). Each leaves with probability \(k(E)\) per unit time, so

\[
q(t)=g_0\int_{E_1}^{E_2}k(E)e^{-k(E)t}\,dE .
\]

Use the dimensionless variable \(u=k(E)t\). Since \(\ln u=\ln(\nu t)-E/k_BT\), at fixed time

\[
\frac{du}{u}=-\frac{dE}{k_BT},\qquad dE=-k_BT\frac{du}{u},\qquad k=\frac ut .
\]

The limit \(E_1\) becomes \(k_1t\), and \(E_2\) becomes \(k_2t\). The minus sign reverses the limits:

\[
q(t)=g_0\int_{k_2t}^{k_1t}\frac ut e^{-u}k_BT\frac{du}{u}
=\frac{g_0k_BT}{t}\int_{k_2t}^{k_1t}e^{-u}\,du .
\]

The rate supplies a factor \(u\), and the uniform energy density supplies \(1/u\). They cancel, leaving

\[
\boxed{q(t)=\frac{g_0k_BT}{t}\left(e^{-k_2t}-e^{-k_1t}\right)}
\]

This is exact for the model. When \(k_1t\gg1\) and \(k_2t\ll1\), the bracket is close to one and

\[
q(t)\simeq\frac{g_0k_BT}{t}.
\]

The weakest sites are then empty and the strongest are still full. Since \(e^{-x}\ge1-x\), the shortfall relative to the inverse-time law is at most \(k_2t+e^{-k_1t}\).

Outside this window the law fails. For \(k_1t\ll1\), expanding both exponentials gives the finite flux \(g_0k_BT(k_1-k_2)\). For \(k_2t\gg1\), the flux falls exponentially. These ends are necessary: the integral of \(1/t\) diverges at both short and long times, whereas the wall holds a finite load.

### How broad is broad?

Allow a relative shortfall \(\varepsilon\). In a broad band one end matters at a time, so the window runs between

\[
t_b=\frac{\ln(1/\varepsilon)}{k_1},\qquad
t_e=\frac{-\ln(1-\varepsilon)}{k_2}.
\]

Because \(k_1/k_2=e^{\Delta E/k_BT}\), setting \(t_e/t_b=10^D\) and taking logarithms gives the width needed for \(D\) decades:

\[
\Delta E=k_BT\left[D\ln10+\ln\frac{\ln(1/\varepsilon)}{-\ln(1-\varepsilon)}\right].
\]

For \(\varepsilon=0.05\), \(D=3\) and \(k_BT=0.02542\) eV, this is 0.279 eV. Evaluating the original energy integral for a band of that width gives 2.998 decades on a time grid of step 0.002 decade, and 2.9998 when the two crossings are located exactly.

### Which sites emit?

Inside the window the emitted molecules have weight \(e^{-u}du\), with \(u\) effectively running from zero to infinity. The mean of \(u^z\) is \(\Gamma(1+z)\), and

\[
\ln\Gamma(1+z)=-\gamma z+\frac{\pi^2}{12}z^2+\cdots,
\]

where \(\gamma\simeq0.577\) is Euler's constant. Since \(u^z=e^{z\ln u}\), the coefficient of \(z\) is the mean of \(\ln u\), and that of \(z^2/2\) is its variance. With \(E=k_BT[\ln(\nu t)-\ln u]\), the emitting sites have mean energy and standard deviation

\[
E^*=k_BT[\ln(\nu t)+\gamma],\qquad
\sigma_E=\frac{\pi k_BT}{\sqrt6}.
\]

Well inside the window, the emitting group keeps its width and moves upward by \(k_BT\ln10\) per decade of time. This suggests a second route to the flux.

## Second derivation: a moving occupation profile

Let \(\theta(E,t)\) be the occupied fraction of sites of energy \(E\). Suppose only that it depends on energy and time through \(u=k(E)t\):

\[
\theta(E,t)=f(u).
\]

Since \(\partial u/\partial t=u/t\) and \(\partial u/\partial E=-u/k_BT\),

\[
\frac{\partial\theta}{\partial t}=\frac{u f'(u)}t,\qquad
\frac{\partial\theta}{\partial E}=-\frac{u f'(u)}{k_BT}.
\]

Eliminating \(uf'(u)\) gives

\[
\frac{\partial\theta}{\partial t}
=-\frac{k_BT}{t}\frac{\partial\theta}{\partial E}.
\]

The profile therefore moves toward higher energy at speed \(k_BT/t\) without changing shape. The net flux is the rate at which the wall loses molecules:

\[
q=-g_0\int_{E_1}^{E_2}\frac{\partial\theta}{\partial t}dE
=\frac{g_0k_BT}{t}\left[\theta(E_2,t)-\theta(E_1,t)\right].
\]

With full sites at the top and empty sites at the bottom, the bracket is one. The inverse-time law follows without specifying the shape of the edge. For irreversible desorption \(f=e^{-u}\), and the same equation reproduces the boxed result, including both ends.

### Letting molecules return

This route can also treat readsorption. Let the chamber have wall area \(A\), effective pumping speed \(S\) and uniform gas density \(n\). The gas is at the wall temperature, with mean molecular speed \(\bar v\), so \(n\bar v/4\) molecules strike unit area per unit time. They stick with probability \(s\) on an empty site, whatever its energy. Shared among \(N_0\) sites per area, this gives each empty site the filling rate

\[
\phi=\frac{s\bar v n}{4N_0},\qquad
\frac{\partial\theta}{\partial t}=-k\theta+\phi(1-\theta).
\]

If the gas adjusts quickly, pumping balances the net flux: \(Sn=Aq\). Try the inverse-time flux. Then \(n=Ag_0k_BT/(St)\), so \(\phi=c/t\), with

\[
c=\frac{k_BT}{\Delta E}\frac{sA\bar v}{4S}.
\]

Insert \(\theta=f(u)\) and multiply the site equation by \(t\):

\[
u f'=-u f+c(1-f).
\]

Multiplication by \(u^{c-1}e^u\) turns this into \((u^ce^uf)'=cu^{c-1}e^u\). Integrate from zero, dropping the homogeneous solution \(u^{-c}e^{-u}\), which diverges at \(u=0\). With \(w\) as the integration variable divided by \(u\),

\[
f(u)=c\int_0^1w^{c-1}e^{-u(1-w)}dw .
\]

Hence \(f(0)=1\) and \(f(\infty)=0\), so the net flux is again \(g_0k_BT/t\). At large \(u\), \(f\simeq c/u\), so the weakest sites are nearly empty only when \(k_1t\gg1+c\). With this later start of the window the trial is self-consistent, and its coefficient does not depend on \(s\). The approach is slow, because the tail \(c/u\) decays only as a power.

Readsorption does change the load left behind. Integrating \(\int\theta\,dE\) by parts shows that this load equals that of a sharp edge at the mean energy weighted by \(\partial\theta/\partial E\), namely \(k_BT[\ln(\nu t)-\langle\ln u\rangle]\), where the average has weight \(-f'(u)du\). The function \(f\) mixes exponentials of rate \(1-w\), each with mean logarithm \(-\gamma-\ln(1-w)\). Expanding \(-\ln(1-w)=\sum_{m\ge1}w^m/m\) gives

\[
\langle\ln u\rangle=-\gamma+\sum_{m=1}^{\infty}\frac{c}{m(m+c)}.
\]

The sum is positive, so readsorption lowers the edge and leaves more gas on the wall at a given time.

### The strong-return limit

For \(c\gg1\), sites and gas are nearly in equilibrium, with \(\theta=\phi/(\phi+k)\). Using \(dE=-k_BT\,dk/k\), the load per area is

\[
N=g_0k_BT\int_{k_2}^{k_1}\frac{\phi\,dk}{k(\phi+k)}
=g_0k_BT\ln\frac{k_1(\phi+k_2)}{k_2(\phi+k_1)} .
\]

While \(\phi\gg k_2\), its derivative is \(g_0k_BT\,\dot\phi\,k_1/[\phi(\phi+k_1)]\). The gas balance and the definition of \(c\) give \(-\dot N=q=g_0k_BT\,\phi/c\). Therefore

\[
-\frac{k_1\dot\phi}{\phi^2(\phi+k_1)}=\frac1c .
\]

A full wall starts at large \(\phi\). Splitting the fraction as \(1/\phi^2-1/[\phi(\phi+k_1)]\) and integrating gives

\[
\frac1\phi-\frac1{k_1}\ln\left(1+\frac{k_1}{\phi}\right)=\frac tc .
\]

At late times put \(\phi\simeq c/t\) inside the logarithm. To leading order,

\[
\frac{qt}{g_0k_BT}=\frac{\phi t}{c}\simeq
1-\frac{c}{k_1t}\ln\frac{k_1t}{c}.
\]

The correction comes from the finite fastest rate \(k_1\), and it fades as \(k_1t/c\) grows.

## The numbers

The example has \(\nu=10^{13}\) s⁻¹, a band from 0.70 to 1.20 eV, and \(N_0=3.00\times10^{15}\) cm⁻². Thus

\[
g_0k_BT=\frac{3.00\times10^{15}}{0.50}\times0.02542
=1.525\times10^{14}\ \text{cm}^{-2}.
\]

The end rates are \(k_1=10.995\) s⁻¹ and \(k_2=3.157\times10^{-8}\) s⁻¹. The 5% window runs from 0.272 s to \(1.625\times10^6\) s, or 6.78 decades. At 1 h,

\[
q=\frac{1.525\times10^{14}}{3600}
=4.24\times10^{10}\ \text{cm}^{-2}\text{s}^{-1}.
\]

Multiplying by \(k_BT\) in joules and dividing by 0.1333 J per Torr L gives \(1.29\times10^{-9}\) Torr L/(s cm²). For a wall of 10 000 cm² pumped at 500 L/s,

\[
p=\frac{1.294\times10^{-9}\times10^4}{500}
=2.59\times10^{-8}\ \text{Torr}.
\]

The ratio \(qt/(g_0k_BT)\) is 0.9999 at 1 h and 0.989 at 100 h, when the strongest sites begin to run down. At \(t=2/k_2=6.34\times10^7\) s it is \(e^{-2}=0.135\).

Integrating \(q\) between two times in the window gives a loss \(g_0k_BT\ln(t_b'/t_a')\), where \(t_a'\) and \(t_b'\) are the earlier and later times. From 1 h to 10 h the wall loses 11.7% of \(N_0\). The mean emitting energy at 1 h is 0.984 eV, with a spread of 0.033 eV. The share left is \((1.20-0.984)/0.50\), or 43%.

For readsorption, a molecular mass of 18 u gives \(\bar v=589\) m/s. A bare wall would capture gas as fast as the pump at \(s=3.4\times10^{-3}\). The site equations were also integrated from a full wall for 200 energy classes, with the gas taken to adjust at once. Gas storage in the chamber raises the scaled fluxes at 1 h by an amount that depends on the gas present at the start: about 0.04% from an empty chamber and about 0.1% from 10 Torr of the adsorbing gas. Without storage:

- For \(s=0.1\), \(c=1.50\). The scaled flux \(qt/(g_0k_BT)\) is 0.9997 at 1 h, but 49.7% of the load remains. There are 14.8 returns to the wall per molecule pumped.
- For \(s=1\), \(c=14.98\). The scaled flux is 0.9971 at 1 h and 0.9996 at 10 h, with 60.1% of the load left at 1 h.

The strong-return formula explains the second pair. At 1 h, \(c/(k_1t)=3.78\times10^{-4}\) and the logarithm is 7.88, so the predicted ratio is 0.9970. At 10 h it is 0.9996. Readsorption is thus frequent here, yet barely visible in the flux at these times. It does delay the start of the 5% window, from 0.272 s to about 9 s for \(s=0.1\) and about 120 s for \(s=1\).

## What changes the law

**Unequal site densities.** If \(g(E)\) is linear, averaging it with weight \(e^{-u}\) gives \(q=k_BT\,g(E^*)/t\). Since \(dE^*/d\ln t=k_BT\),

\[
\frac{d\ln q}{d\ln t}=-1+k_BT\frac{g'(E^*)}{g(E^*)}.
\]

A density that doubles from the bottom to the top of the band, at fixed \(N_0\), changes the slope at 1 h to \(-0.968\). A density falling with energy makes the decay steeper than \(1/t\).

**A varying attempt frequency.** If \(\ln\nu\) rises as \(aE\), then \(du/u=-(1/k_BT-a)dE\). For \(ak_BT<1\), the inverse-time law survives with its coefficient multiplied by \(1/(1-ak_BT)\). A hundredfold rise across the band, with \(\nu\) fixed at mid-band, raises the flux at 1 h by a factor 1.30.

**Warming.** Let the temperature jump from \(T\) to \(T'\) at time \(t\), and put \(b=T/T'\). The new rate is \(\nu(k/\nu)^b=\nu(u/\nu t)^b\), while the occupation is still \(e^{-u}\). Without readsorption,

\[
q'=g_0k_BT\,\nu(\nu t)^{-b}\int_0^\infty u^{b-1}e^{-u}du
=\frac{g_0k_BT}{t}(\nu t)^{1-b}\Gamma(b).
\]

A rise of 1 K at 1 h increases the flux at once by 14%.

**Pump delay and time origin.** The gas obeys \(V\dot n=Aq-Sn\), where \(V\) is the chamber volume. With \(\tau=V/S\), and after the initial gas has gone, its density is \((A/S)\int_0^{t/\tau} e^{-y}q(t-\tau y)dy\), the early-time end being exponentially suppressed. Expanding \(1/(t-\tau y)\) gives the factor \(1+\tau/t+2\tau^2/t^2+\cdots\). Here \(\tau=0.20\) s, so without readsorption the excess at 1 h is \(6\times10^{-5}\). An error in the time origin matters more: if desorption starts 300 s after the clock, the flux at a clock reading of 1 h is higher by a factor \(3600/3300\), or 9%.

**Supply from the bulk.** For diffusion from a thick, uniformly loaded solid with an empty surface, the concentration depends on depth divided by \(\sqrt{Dt}\), where \(D\) is now the diffusion coefficient. Its surface gradient, and hence its flux, varies as \(t^{-1/2}\). Integration gives a cumulative release \(M\) equal to \(2t\) times the flux, so the flux is \(M/(2t)\). It equals the desorption flux when \(M=2g_0k_BT=3.05\times10^{14}\) cm⁻², about a tenth of \(N_0\). Later it dominates, because it decays more slowly, for as long as the solid still acts as thick. Once its finite thickness is felt, the bulk supply also runs down.

## Beside a real chamber

The parameters are illustrative values, chosen with an unbaked metal sputtering chamber after venting to air in mind. The uniform energy band is an assumption, not a measured distribution. The wall area and the volume of 100 L are rounded separately and do not describe an exact geometry: even a sphere of that volume has about 10 400 cm² of wall. Real outgassing depends on the material, its surface treatment and its exposure to air, so the calculated flux is an example and not a prediction for a given chamber. The load is counted per geometric area, so a few nominal layers can represent a rough surface. With a molecular diameter of 0.4 nm, the mean free path at 1 h is about 1.7 km, against a chamber size of 0.46 m; the flow is molecular. Taken literally, the assumption of no return is demanding: it needs sticking well below \(3.4\times10^{-3}\). Its effect on the load is set by \(c\), which is only 0.051 at that sticking, where 43.7% of \(N_0\) is left at 1 h instead of 43.2%. At \(s=0.1\) its failure moves the flux at 1 h by less than 0.1%, but raises the remaining load from 43% to 50% of \(N_0\). Interactions between neighbours and the different binding of successive layers are left out, and their effect is not estimated here.

## What each derivation assumes

Both derivations use a uniform energy density, Arrhenius rates with one attempt frequency, and constant temperature. The first also assumes that each site empties independently and irreversibly. In return it gives the flux at all times, the limits of the window and the response to other energy distributions.

The second replaces exponential emptying by a weaker condition: the occupation depends on \(k(E)t\) alone, with full sites above the edge and empty sites below. It gives the coefficient without the detailed kinetics, but the condition must be justified for each process. For readsorption, the self-consistent solution supplies that justification within the window, and the integration from a full wall shows the approach to it in the two cases computed.

The difference matters when data are interpreted. Within this model an inverse-time flux measures \(g_0k_BT\), the load per unit energy times the thermal energy. It does not reveal whether molecules left once or returned many times. Diffusion and readsorption are unnecessary for the law. Observing it does not exclude readsorption, or a bulk supply too small to change the slope. The values used here are collected in the numerical output below.

## Computed results

```
temperature = 295 K, kT = 0.02542 eV
attempt frequency = 1.0e+13 1/s
energy band = 0.70 to 1.20 eV
initial load N0 = 3.00e+15 1/cm2
density g0 = 6.000e+15 1/(cm2 eV)
g0*kT = 1.5253e+14 1/cm2
wall area = 10000 cm2, volume = 100 L
pump speed = 500 L/s
molecular mass = 18 u
k_fast = 10.995 1/s, k_slow = 3.157e-08 1/s
largest relative error of closed form = 7.6e-13
5% window begins at 0.272 s, ends at 1.625e+06 s
5% window length = 6.78 decades
band width for 3 decades = 0.2790 eV
decades found for that width = 2.998
t = 1 h: flux = 4.2364e+10 1/(cm2 s)
  outgassing = 1.294e-09 Torr L/(s cm2)
  pressure = 2.588e-08 Torr
  q*t/(g0*kT) = 0.99989, log slope = -1.0001
t = 10 h: flux = 4.2320e+09 1/(cm2 s)
  outgassing = 1.293e-10 Torr L/(s cm2)
  pressure = 2.586e-09 Torr
  q*t/(g0*kT) = 0.99886, log slope = -1.0011
t = 100 h: flux = 4.1890e+08 1/(cm2 s)
  outgassing = 1.280e-11 Torr L/(s cm2)
  pressure = 2.559e-10 Torr
  q*t/(g0*kT) = 0.98870, log slope = -1.0114
late time 2/k_slow = 6.336e+07 s
  q*t/(g0*kT) there = 0.1353
single energy 0.95 eV: log slope at 1 h = -2.12
mean emitting energy at 1 h = 0.9838 eV
spread of emitting energy = 0.0325 eV
share of N0 lost from 1 h to 10 h = 0.1170
pump time V/S = 0.20 s, excess at 1 h = 5.6e-05
pump test at 20 s: pressure ratio = 1.01021
doubling g across band: log slope at 1 h = -0.9677
100-fold nu rise: flux factor = 1.304, slope = -1.0011
1 K warming at 1 h: flux factor = 1.1397
origin late by 300 s: flux factor at 1 h = 1.0909
mean molecular speed = 589.1 m/s
sticking at which bare wall equals pump = 3.40e-03
share left at 1 h without readsorption = 0.4324
sticking 0.1: c = 1.497, share left at 1 h = 0.4974
  q*t/(g0*kT) at 1 h, 10 h = 0.9997, 0.9997
  returns to wall per pumped molecule at 1 h = 14.8
sticking 1.0: c = 14.975, share left at 1 h = 0.6009
  q*t/(g0*kT) at 1 h, 10 h = 0.9971, 0.9996
  returns to wall per pumped molecule at 1 h = 117.6
diffusive release for equal flux = 3.051e+14 1/cm2
mean free path at 1 h (diameter 0.4 nm) = 1660 m
chamber size V^(1/3) = 0.46 m
```
